\section*{Pseudomomentum of a Neutral Atom: Motional Stark and Orbital Zeeman Terms, part 2}

A neutral atom moves through a uniform, constant magnetic field $\mathbf B$. The problem is to find how its motion and the recoil of its nucleus affect its internal spectrum. The treatment is nonrelativistic and uses SI units unless atomic units are stated.

The atom has $N$ electrons of charge $-e$ ($e>0$) and mass $m$, and a nucleus of charge $+Ne$ and mass $M$; the total mass is $M_t=M+Nm$. A label $a$ runs over all particles, with charges $q_a$ and laboratory positions $\mathbf r_a$. The centre of mass is at $\mathbf R$. Electron $i$ has position $\mathbf r_i$ relative to the nucleus and conjugate momentum $\mathbf p_i=-i\hbar\nabla_{\mathbf r_i}$, and $\mathbf D=\sum_i\mathbf r_i$. The potential $U$ depends only on the separations of the particles. Spin is not yet included.

The conserved vector is the pseudomomentum, with operator $\hat{\mathbf K}$. For a neutral atom its three components can have definite values together, forming the vector $\mathbf K$. The states are then
\begin{equation}
\Psi=e^{iS/\hbar}\,\varphi(\mathbf r_1,\dots,\mathbf r_N),\qquad
S=\Bigl(\mathbf K+\frac e2\mathbf B\times\mathbf D\Bigr)\cdot\mathbf R .
\label{eq:phase}
\end{equation}
On the internal function $\varphi$ the kinetic momenta (mass times velocity) of electron $i$ and of the nucleus act as
\begin{align}
\boldsymbol\pi_{e,i}&\to\frac m{M_t}\mathbf K+\mathbf p_i+\frac e2\mathbf B\times\mathbf r_i ,
\label{eq:pie}\\
\boldsymbol\pi_N&\to\frac M{M_t}\mathbf K-\sum_j\mathbf p_j+\frac e2\mathbf B\times\mathbf D .
\label{eq:piN}
\end{align}
The Hamiltonian for $\varphi$ at fixed $\mathbf K$ is
\begin{align}
H_{\mathbf K}={}&\frac{\mathbf K^2}{2M_t}+\frac e{M_t}(\mathbf K\times\mathbf B)\cdot\mathbf D
+\sum_i\frac{\mathbf p_i^2}{2m}+\frac{(\sum_i\mathbf p_i)^2}{2M}+U\nonumber\\
&+\frac e{2m}\mathbf B\cdot\sum_i\mathbf r_i\times\mathbf p_i
-\frac e{2M}\mathbf B\cdot\Bigl(\mathbf D\times\sum_j\mathbf p_j\Bigr)\nonumber\\
&+\frac{e^2}{8m}\sum_i(\mathbf B\times\mathbf r_i)^2+\frac{e^2}{8M}(\mathbf B\times\mathbf D)^2 .
\label{eq:HK}
\end{align}

\subsection{The motional Stark term}

\paragraph{Corollary 1.} For every neutral atom the coupling of the internal motion to $\mathbf K$ is
\begin{equation}
H_S=\frac e{M_t}(\mathbf K\times\mathbf B)\cdot\mathbf D=-\mathbf d\cdot\mathbf E_m,\qquad
\mathbf d=-e\mathbf D,\qquad \mathbf E_m=\frac{\mathbf K\times\mathbf B}{M_t}.
\label{eq:stark}
\end{equation}

This is the energy of the atomic dipole in an electric field $\mathbf E_m$. The field vanishes when $\mathbf K$ is parallel to $\mathbf B$. A uniform applied field $\mathbf E$ adds $-\sum_aq_a\mathbf E\cdot\mathbf r_a=e\mathbf E\cdot\mathbf D$, which for a neutral atom depends on separations alone and may be included in $U$. The applied and motional fields then add as vectors.

The vector $\mathbf K/M_t$ in $\mathbf E_m$ is not the velocity. The velocity of the centre of mass is the sum of the kinetic momenta divided by $M_t$. In the sum of \eqref{eq:pie} over the electrons and \eqref{eq:piN} the relative momenta cancel, which leaves
\begin{equation}
\mathbf V=\frac1{M_t}\bigl(\mathbf K+e\mathbf B\times\mathbf D\bigr).
\label{eq:velocity}
\end{equation}
The velocity fluctuates with the dipole, whereas $\mathbf K$ is constant. Replacing $\mathbf K/M_t$ by the mean velocity in $\mathbf E_m$ is justified when $e|\mathbf B\times\langle\mathbf D\rangle|$ is small compared with the component of $\mathbf K$ perpendicular to $\mathbf B$, the only part of $\mathbf K$ that enters $\mathbf E_m$.

\subsection{The mass-difference factor for one electron}

\paragraph{Corollary 2.} For $N=1$, with $\mathbf r=\mathbf r_1$, $\mathbf L=\mathbf r\times\mathbf p$ and the reduced mass $\mu=mM/(m+M)$,
\begin{equation}
H_{\mathbf K}=\frac{\mathbf K^2}{2M_t}+e\mathbf E_m\cdot\mathbf r+\frac{\mathbf p^2}{2\mu}+U
+\frac e2\Bigl(\frac1m-\frac1M\Bigr)\mathbf B\cdot\mathbf L+\frac{e^2}{8\mu}(\mathbf B\times\mathbf r)^2 ,
\label{eq:one}
\end{equation}
and the coefficient of the linear Zeeman term can be written
\begin{equation}
\frac e2\Bigl(\frac1m-\frac1M\Bigr)=\frac e{2m}\Bigl(1-\frac mM\Bigr)=\frac e{2\mu}\,\eta,\qquad
\eta=\frac{M-m}{M+m}.
\label{eq:eta}
\end{equation}

\paragraph{Proof.} With one electron $\mathbf D=\mathbf r$ and $\sum_j\mathbf p_j=\mathbf p$, so both Zeeman terms of \eqref{eq:HK} contain the same operator $\mathbf L$, with coefficients $e/2m$ and $-e/2M$. The kinetic and quadratic terms combine through $1/m+1/M=1/\mu$. Finally, $1/m-1/M=(M-m)/mM$ and $1/\mu=(M+m)/mM$, whose ratio is $\eta$. $\square$

The factor can be read from the currents. When the centre of mass is at rest and the field is weak, the electron carries the fraction $M/M_t$ of the angular momentum $\mathbf L$ and the nucleus carries $m/M_t$. Both circulate in the same sense, but their charges are opposite. The magnetic moment is
\begin{equation}
-\frac e{2m}\frac M{M_t}\mathbf L+\frac e{2M}\frac m{M_t}\mathbf L
=-\frac e2\,\frac{M^2-m^2}{mM\,M_t}\,\mathbf L=-\frac e2\Bigl(\frac1m-\frac1M\Bigr)\mathbf L ,
\end{equation}
where $M^2-m^2=(M-m)M_t$ was used. For $M\to\infty$ the factor $1-m/M$ tends to one. For $M=m$ the two currents cancel and the linear orbital Zeeman term is absent, while the motional Stark term remains.

\paragraph{Remark (a second form).} Completing the square in $\mathbf K$ brings out the velocity \eqref{eq:velocity}:
\begin{equation}
\frac{\mathbf K^2}{2M_t}+\frac e{M_t}\mathbf K\cdot(\mathbf B\times\mathbf r)
=\frac{M_t}2\mathbf V^2-\frac{e^2}{2M_t}(\mathbf B\times\mathbf r)^2 .
\end{equation}
The coefficient of $(\mathbf B\times\mathbf r)^2$ outside $\mathbf V^2$ becomes
\begin{equation}
\frac{e^2}8\Bigl(\frac1\mu-\frac4{M_t}\Bigr)=\frac{e^2}8\,\frac{(M+m)^2-4mM}{mM\,M_t}
=\frac{e^2}8\,\frac{(M-m)^2}{mM\,M_t}=\frac{e^2\eta^2}{8\mu}.
\end{equation}
Together with the linear term this completes a second square:
\begin{equation}
H_{\mathbf K}=\frac{M_t}2\mathbf V^2+\frac1{2\mu}\Bigl(\mathbf p+\frac{\eta e}2\mathbf B\times\mathbf r\Bigr)^2+U .
\end{equation}
The energy is that of the centre of mass plus that of the relative motion, and in the second part the relative particle couples to $\mathbf B$ with the reduced charge $-\eta e$.

\paragraph{Remark (a bound pair without vector potential).} Let $U=\tfrac12\kappa\mathbf r^2$ and let $\mathbf B$ point along $z$. The Stark term is linear in $\mathbf r$ and merely displaces the equilibrium. Without the linear Zeeman term, the transverse motion is an isotropic oscillator with frequency $\Omega$, where $\Omega^2=\kappa/\mu+(eB/2\mu)^2$. The Zeeman term $\omega_LL_z$, with $\omega_L=\tfrac{eB}2(1/m-1/M)$, adds a uniform rotation. A circular motion in one sense is sped up and in the other slowed down, so the frequencies are $\Omega\pm\omega_L$, both positive because $\omega_L<eB/2\mu<\Omega$, and their splitting is $eB(1/m-1/M)$. In atomic units, with $m=1$, $M=9$, $\kappa=1$ and $B=0.30$, this is $0.30\times8/9=0.2667$. Newton's equations with the Lorentz forces on both particles, solved in the laboratory, give the same splitting, and for $M=m$ they give none.

\subsection{Several electrons and spin}

For more than one electron the linear orbital term of \eqref{eq:HK} is, with $\mathbf L=\sum_i\mathbf r_i\times\mathbf p_i$,
\begin{equation}
\frac e{2m}\mathbf B\cdot\Bigl[\Bigl(1-\frac mM\Bigr)\mathbf L-\frac mM\sum_{i\ne j}\mathbf r_i\times\mathbf p_j\Bigr].
\label{eq:many}
\end{equation}
The cross terms arise because the nucleus recoils from all electrons together. Whenever their mean value is not zero, the state does not have the simple factor $1-m/M$; exchange symmetry alone can produce such a value.

A model state shows the size of the effect. Take two electrons in the orbitals $1s$ and $2p$ with one unit of angular momentum along $z$, both orbitals belonging to a fixed unit charge, and form $(|sp\rangle\pm|ps\rangle)/\sqrt2$. Products of diagonal elements such as $\langle s|\mathbf r|s\rangle$ vanish by parity, and the exchange elements remain. In atomic units the orbitals are
\begin{equation}
s=\frac{e^{-r}}{\sqrt\pi},\qquad p=-\frac{(x+iy)e^{-r/2}}{8\sqrt\pi}.
\end{equation}
The element $x_{sp}=\langle s|x|p\rangle$ is real, $y_{sp}=ix_{sp}$, and its magnitude is
\begin{equation}
|x_{sp}|=\frac1{8\pi}\,\frac{4\pi}3\int_0^\infty r^4e^{-3r/2}dr=\frac16\,\frac{24}{(3/2)^5}=\frac{128}{243}.
\end{equation}
The commutator of the orbital Hamiltonian with $\mathbf r$ is $-i\mathbf p$, hence $\mathbf p_{ps}=i\omega\,\mathbf r_{ps}$ with $\omega=\tfrac12-\tfrac18=\tfrac38$. Using $x_{ps}=x_{sp}$ and $y_{ps}=-ix_{sp}$,
\begin{equation}
x_{sp}(p_y)_{ps}-y_{sp}(p_x)_{ps}=\omega x_{sp}^2+\omega x_{sp}^2=2\omega x_{sp}^2 .
\end{equation}
The two exchange contributions to $\langle(\mathbf r_1\times\mathbf p_2)_z\rangle$ are complex conjugates, each with weight $\pm\tfrac12$, so this mean value is $\pm2\omega x_{sp}^2$. The term with the electrons interchanged is equal to it. The total is $\pm4\omega x_{sp}^2=\pm0.416$ in units of $\hbar$. In this model the bracket in \eqref{eq:many} has the mean value $\hbar[1-1.416\,m/M]$ for the symmetric orbital state and $\hbar[1-0.584\,m/M]$ for the antisymmetric one.

Spin magnetic moments add terms proportional to $\mathbf B\cdot\mathbf S_a$. These commute with $\hat{\mathbf K}$ and with the phase \eqref{eq:phase}, and pass into $H_{\mathbf K}$ unchanged. The factor $1-m/M$ therefore belongs to the orbital term and not to the spin term. Spin--orbit coupling and other relativistic corrections are outside this treatment.

\subsection{Ground state: transverse mass and velocity}

Let a one-electron atom with Coulomb attraction be in its ground state $\varphi_0\propto e^{-r/a_\mu}$, with $a_\mu=4\pi\epsilon_0\hbar^2/\mu e^2$. Take $\mathbf K\perp\mathbf B$ and let $x$ point along $\mathbf E_m$, so that $E_m=KB/M_t$. Since $\mathbf L\varphi_0=0$, the Zeeman term does not contribute through order $B^2$. The diamagnetic term gives a shift independent of $K$. The part that depends on $K$ is the quadratic Stark shift.

The first-order correction $\varphi_1=f\varphi_0$ must satisfy $(H_0-E_0)f\varphi_0=-eE_mx\varphi_0$. Because $\nabla\varphi_0=-(\mathbf r/ra_\mu)\varphi_0$, this means
\begin{equation}
-\frac{\hbar^2}{2\mu}\Bigl(\nabla^2f-\frac2{a_\mu}\frac{\partial f}{\partial r}\Bigr)=-eE_mx .
\end{equation}
Try $f=cx(r+\beta)$. Then $\nabla^2f=4cx/r$ and $\partial f/\partial r=c(2x+\beta x/r)$. The terms in $x/r$ cancel for $\beta=2a_\mu$, and the terms in $x$ give $c=-\mu eE_ma_\mu/2\hbar^2=-2\pi\epsilon_0E_m/e$. The second-order energy is
\begin{equation}
\langle\varphi_0|eE_mx|\varphi_1\rangle=-2\pi\epsilon_0E_m^2\,\frac{\langle r^3\rangle+2a_\mu\langle r^2\rangle}3 .
\end{equation}
With $\langle r^2\rangle=3a_\mu^2$ and $\langle r^3\rangle=\tfrac{15}2a_\mu^3$ this equals $-\tfrac12\alpha E_m^2$, where
\begin{equation}
\alpha=4\pi\epsilon_0\,\tfrac92\,a_\mu^3 .
\end{equation}
The $K$-dependent energy to order $B^2$ is therefore
\begin{equation}
\frac{K^2}{2M_t}-\frac{\alpha B^2K^2}{2M_t^2}\simeq\frac{K^2}{2(M_t+\alpha B^2)} .
\label{eq:mass}
\end{equation}
The atom is heavier across the field than along it. This result describes the state centred on the nucleus, for $\alpha B^2\ll M_t$ and a weak $E_m$, and that state is the lowest one only for limited $K$. At the separation $x=-K/eB$ the velocity \eqref{eq:velocity} vanishes. There the two charges sit in their lowest Landau levels and move freely along $\mathbf B$, so a continuum begins at the total energy $\tfrac12\hbar eB(1/m+1/M)$. In a weak field a level centred on the nucleus lies below this threshold only while $K^2/2M_t$ is smaller than its binding energy. For larger $K$ it is a resonance that can decay by tunnelling. The derivative of the energy with respect to $E_m$ is $e\langle x\rangle$, so $\langle x\rangle=-\alpha E_m/e$. By \eqref{eq:velocity} the mean velocity is $(K+eB\langle x\rangle)/M_t=K/M_t-\alpha B^2K/M_t^2$, which agrees with the derivative of \eqref{eq:mass} with respect to $K$.

\subsection{The level $n=2$ in the two linear terms}

Both terms act in first order on the level $n=2$ of the same atom. Let $\mathbf B$ point along $z$ and $\mathbf K$ along $y$, so that $\mathbf E_m$ points along $x$. The Stark term couples $2s$ to $2p_x$ through
\begin{equation}
\langle2s|x|2p_x\rangle=\frac1{32\pi a_\mu^3}\,\frac{4\pi}3\int_0^\infty\frac{r^4}{a_\mu}\Bigl(2-\frac r{a_\mu}\Bigr)e^{-r/a_\mu}dr
=\frac{a_\mu}{24}(48-120)=-3a_\mu .
\end{equation}
The Zeeman term couples $2p_x$ to $2p_y$, since $L_z|p_x\rangle=i\hbar|p_y\rangle$ and $L_z|p_y\rangle=-i\hbar|p_x\rangle$. With
\begin{equation}
w_S=3ea_\mu E_m,\qquad w_L=\frac{e\hbar B}2\Bigl(\frac1m-\frac1M\Bigr),
\end{equation}
the shifts $\lambda$ in the space of $2s,2p_x,2p_y$ satisfy
\begin{equation}
\det\begin{pmatrix}\lambda&w_S&0\\ w_S&\lambda&iw_L\\ 0&-iw_L&\lambda\end{pmatrix}
=\lambda\bigl(\lambda^2-w_L^2-w_S^2\bigr)=0 ,
\end{equation}
and $2p_z$ is not shifted. The four shifts are $0$, $0$ and $\pm w$ with $w=\sqrt{w_L^2+w_S^2}$. This holds when $w$ is small compared with the distance to other levels and large compared with both the neglected spin--orbit splitting and the diamagnetic shifts, which are at most $3.5\,e^2B^2a_\mu^2/\mu$ in this level. The diamagnetic condition can fail when $M$ is close to $m$ and $K$ is small, because both linear terms are then weak.

\subsection{Worked example}

The model atom has $m=1$, $M=9$ and $K=2$ in atomic units, with $B=10^{-4}$ ($23.5$~T). The small nuclear mass makes the recoil visible. Here $M_t=10$, $\mu=0.9$, $a_\mu=1.111$ and $1-m/M=0.8889$. In atomic units
\begin{align}
E_m&=\frac{2\times10^{-4}}{10}=2.000\times10^{-5},\\
w_L&=\tfrac12\times10^{-4}\times0.8889=4.444\times10^{-5},\\
w_S&=3\times1.1111\times2.000\times10^{-5}=6.667\times10^{-5},\\
w&=\sqrt{4.444^2+6.667^2}\times10^{-5}=8.012\times10^{-5},
\end{align}
so $w$ corresponds to $2.180$~meV. Here $K^2/2M_t=0.2$ is smaller than the binding energy $\mu/2=0.45$ of the level $n=1$ but larger than the binding energy $\mu/8=0.1125$ of the level $n=2$, which is bound only for $K$ below about $1.5$. The $n=2$ states of this example are thus resonances, separated from the outer region by a barrier more than $5000$ bohr wide. Diagonalizing \eqref{eq:one} without its constant $K^2/2M_t$, in a basis confined near the nucleus, gives half the distance between the outer levels, which agrees with $w$ to a relative difference of $1\times10^{-7}$. Such close agreement has a reason. A half turn about $\mathbf K$ reverses $\mathbf B$ and leaves the spectrum unchanged, but it exchanges the two outer branches. Half their distance is therefore odd in $B$, and the first correction to $w$ is of order $B^3$. Without the nuclear orbital term, $w_L$ would be $5\times10^{-5}$ and the shift $8.333\times10^{-5}$, which is $4\%$ larger than $w$.

For the ground state a stronger field, $B=0.005$, is used with the same $K$, so $E_m=1.0\times10^{-3}$. The formula gives $\alpha=4.5/0.9^3=6.173$, and the diagonalization gives $6.172$. The mean displacement of the electron is $-6.172\times10^{-3}$ bohr. The velocity is smaller than $K/M_t=0.2$ by
\begin{equation}
\frac{0.005\times6.172\times10^{-3}}{10}=3.086\times10^{-6}
\end{equation}
in atomic units, and the transverse mass exceeds $M_t$ by $\alpha B^2=1.543\times10^{-4}$ electron masses. In this state $\mathbf K/M_t$ and the mean velocity differ by about $15$ parts per million of $K/M_t$. The remaining values are in the numerical output.

\section*{Calculated quantities}
\begin{verbatim}
MODEL ONE-ELECTRON ATOM (atomic units, m = 1)
nuclear mass M = 9.0 m, total mass = 10.0 m
reduced mass mu = 0.9000 m, radius a_mu = 1.111111 bohr
Zeeman factor 1 - m/M = 0.888889
(M - m)/(M + m) = 0.800000
pseudomomentum K = 2.000 a.u., perpendicular to B
magnetic field B = 1.000e-04 a.u. = 23.505 T
motional field K B/Mt = 2.000000e-05 a.u. = 1.0284e+07 V/m
n=2 unperturbed energy = -0.112500 hartree
Zeeman energy w_L = 4.444444e-05 hartree
Stark energy w_S = 6.666667e-05 hartree
outer n=2 shift, formula = 8.012336e-05 hartree
outer n=2 shift, formula = 2.18027 meV
half outer splitting, diagonalized = 8.012335e-05 hartree
relative difference = -9.80e-08
shift without nuclear orbital term = 8.333333e-05 hartree
largest shift of middle n=2 levels = 2.22e-08 hartree
GROUND STATE IN A STRONGER FIELD
B = 0.0050 a.u., K = 2.000 a.u., K B/Mt = 1.0000e-03 a.u.
polarizability 4.5 a_mu^3 = 6.17284 a.u.
polarizability from diagonalization = 6.17208 a.u.
energy shift from motional field = -3.08604e-06 hartree
mean electron displacement <x> = -6.17231e-03 bohr
K/Mt = 0.20000000 a.u., velocity = 0.19999691 a.u.
K/Mt - velocity, diagonalized = 3.08616e-06 a.u.
K/Mt - velocity, formula = 3.08637e-06 a.u.
transverse mass increase alpha B^2 = 1.54321e-04 m
HARMONICALLY BOUND PAIR, NEWTON'S EQUATIONS
B = 0.30 a.u., spring constant = 1.00 a.u.
frequency splitting, M = 9 m: 0.266667 a.u.
frequency splitting, M = m: 0.000000 a.u.
TWO ELECTRONS, 1s2p PRODUCT STATE WITH L_z = 1
cross term <r1 x p2 + r2 x p1>_z = +/- 0.416197 hbar
coefficient of -m/M, symmetric orbital part = 1.416197
coefficient of -m/M, antisymmetric orbital part = 0.583803
\end{verbatim}
